Raman shift of a biaxially strained (001) silicon film

**Question**

I am working through a strain-analysis problem for a silicon film under 1 percent tensile biaxial strain. The phonon deformation parameters are given as

p = −1.43 ω₀²
q = −1.89 ω₀²

and I am asked to show that the Raman line moves by roughly −7 cm⁻¹. I took the unstrained line to be near 520 cm⁻¹. Since the film is stretched along x and y, and I believe the vibration I measure is along z, I used q twice:

Δω = (1/2)(520 cm⁻¹)(2)(−1.89)(0.01) = −9.83 cm⁻¹

That is too large in magnitude, and I never used p. Where does p come in? I also don't see why there should be one shift at all, if the optical phonon of silicon is triply degenerate and strain can split it. Which line does the −7 cm⁻¹ belong to?

**Answer**

Your expression is the correct contribution of the two in-plane strains. It leaves out the strain along z, which is not zero: a film stretched in its plane becomes thinner if its top surface is free. That thinning is where p enters. The problem also needs a film orientation and a scattering geometry. I take a (001) film, with x, y and z along the cubic axes and z normal to the film, measured in backscattering along z. Tensile strain is positive, and the two in-plane strains are equal:

ε_xx = ε_yy = e, with no shear.

**What p and q mean**

Silicon has two atoms per primitive cell. In the zone-centre optical vibration the two sublattices move against each other, with relative displacement u. If E(ε, u) is the energy per cell and μ the reduced mass of the two atoms, the harmonic equation of motion is

ω² u_i = Σ_j K_ij u_j
K_ij = (1/μ) ∂²E/∂u_i∂u_j, taken at the equilibrium u.

Without strain, half-turns about the cubic axes forbid off-diagonal elements, and the equivalence of the three axes makes the diagonal ones equal. So K_ij = ω₀² δ_ij and the mode is triply degenerate. To first order in strain,

K_ij = ω₀² δ_ij + Σ_kl K_ijkl ε_kl.

Symmetry removes most of the coefficients K_ijkl. The four bonds around an atom point along (1,1,1), (1,−1,−1), (−1,1,−1) and (−1,−1,1). A half-turn about x reverses y and z and maps this set onto itself. A coefficient can therefore survive only if y and z together occur an even number of times among its indices. The half-turn about z says the same of x and y. Hence the numbers of x, y and z indices are all even or all odd. There are four indices in total, and three odd numbers cannot add up to four, so all three numbers are even.

The survivors are of the types xxxx, xxyy and xyxy. Exchanging two cubic axes also maps the bonds onto themselves, which makes all coefficients of one type equal. Three constants remain:

p = K_xxxx, q = K_xxyy, r = K_xyxy.

So, for a vibration along a cubic axis, p describes how strain along that axis changes the squared frequency, and q how strain along either of the other two cubic axes does. The constant r multiplies shear strains, which are absent here. The diagonal elements are

K_xx = ω₀² + p ε_xx + q(ε_yy + ε_zz)
K_yy = ω₀² + p ε_yy + q(ε_zz + ε_xx)
K_zz = ω₀² + p ε_zz + q(ε_xx + ε_yy)

and the off-diagonal elements vanish.

One further point has to be settled before using these. Strain might push the two sublattices apart statically, which would change the point at which K is evaluated. In this film it does not. Strains along the cubic axes preserve the half-turns about x, y and z. A static force on u would have to be unchanged by all three half-turns, and no nonzero vector is.

**The missing strain**

For a laterally uniform film, force balance along z makes σ_zz independent of z. It is zero at the free surface, so it is zero throughout the film. For a cubic crystal,

0 = σ_zz = C₁₁ ε_zz + C₁₂(ε_xx + ε_yy) = C₁₁ ε_zz + 2C₁₂ e.

With k = C₁₂/C₁₁ this gives

ε_zz = −2k e.

The minus sign is the thinning. I use k ≈ 0.39 for silicon, which, like 520 cm⁻¹, is a rough material input. Then

ε_zz = −2(0.39)(0.01) = −0.0078.

**Two frequencies instead of three**

Write λ = ω² − ω₀² for the change of the squared frequency. The vibration along z is a singlet:

λ_s = p ε_zz + 2q e = 2(q − kp)e.

The vibrations along x and y remain degenerate and form a doublet:

λ_d = p e + q(e + ε_zz) = [p + q(1 − 2k)]e.

To turn λ into a frequency shift, factor the difference of squares:

λ = ω² − ω₀² = (ω − ω₀)(ω + ω₀).

The shift is small, so ω + ω₀ ≈ 2ω₀ to leading order, and

Δω = ω − ω₀ ≈ λ/(2ω₀).

For the singlet this is Δω_s = (q − kp)e/ω₀. Because p and q are given in units of ω₀², one factor of ω₀ is left over, and it can be entered directly as a wavenumber.

**The numbers**

For the singlet,

λ_s/ω₀² = (−1.43)(−0.0078) + 2(−1.89)(0.01)
= 0.01115 − 0.03780
= −0.02665

Δω_s = (1/2)(520 cm⁻¹)(−0.02665) = −6.93 cm⁻¹.

This is the requested "roughly −7 cm⁻¹", or −0.86 meV. It puts the line near 513 cm⁻¹. The two contributions show what went wrong in your attempt:

- stretching in the plane, through q: −9.83 cm⁻¹
- thinning along z, through p: +2.90 cm⁻¹

The second is positive because both p and ε_zz are negative: compression along the vibration direction raises the frequency. Your result would apply to a film whose thickness was held fixed, since then ε_zz = 0.

For the doublet,

λ_d/ω₀² = (−1.43)(0.01) + (−1.89)(0.01 − 0.0078)
= −0.01430 − 0.00416
= −0.01846

Δω_d = (1/2)(520 cm⁻¹)(−0.01846) = −4.80 cm⁻¹.

So strain does split the phonon, and the value near −7 cm⁻¹ belongs to the singlet. The lines are 2.13 cm⁻¹ apart, with the singlet lower.

**Why backscattering shows the singlet**

A vibration scatters light by changing the polarizability α of the crystal:

δα_ij = Σ_k R_ijk u_k.

The half-turn argument applies to R as well. The numbers of x, y and z indices must again be all even or all odd. Now there are three indices in total, so each axis must occur once. The vibration along z therefore changes α_xy, while those along x and y change α_yz and α_xz. The strained film keeps the half-turns, so this holds for it too.

In backscattering along z, the incident polarization a and the scattered polarization b both lie in the film plane. Neither has a z component, so α_yz and α_xz cannot contribute. What remains is the singlet, with amplitude proportional to

(a_x b_y + a_y b_x) u_z.

The plus sign follows from the symmetry under exchange of x and y. The phonon wavevector is along z, as is the displacement, so this is the longitudinal mode.

The amplitude formula also tells you how to set the polarizers. It vanishes if a and b are both along [100]. It is nonzero if they are both along [110], or if one is along [100] and the other along [010]. A strongly focused beam contains rays tilted away from z, whose polarization can have a z component. The doublet can then contribute, and because it is shifted less, an unresolved mixture of the two lines would make the strain look too small.

**Volume change and splitting**

The two results are easier to interpret if the strain is divided into its average and a remainder that leaves the volume unchanged to first order. Let

ε_m = (2e + ε_zz)/3.

Then

λ_s = (p + 2q)ε_m + (2/3)(p − q)(ε_zz − e)
λ_d = (p + 2q)ε_m − (1/3)(p − q)(ε_zz − e).

You can check the first line by collecting terms. The coefficient of p is (2e + ε_zz)/3 + 2(ε_zz − e)/3 = ε_zz, and that of q is 2(2e + ε_zz)/3 − 2(ε_zz − e)/3 = 2e. In the second line the same procedure gives e and e + ε_zz.

The first term is common to all three vibrations. It is their average shift, with the doublet counted twice:

[−6.93 + 2(−4.80)]/3 = −5.51 cm⁻¹.

Most of the observed shift therefore comes from the increase in volume. The remaining −1.42 cm⁻¹ of the singlet shift comes from the tetragonal distortion.

Two limits check the formulas. If all three strains are equal, ε_zz = e and the splitting disappears, as cubic symmetry requires. If k approaches 1, then ε_zz approaches −2e and the volume no longer changes to first order. In that limit λ_s = 2(q − p)e and λ_d = (p − q)e, so the average shift is zero and only the splitting is left.

**Reading a strain from a measured line**

For these inputs the singlet shift is −693 cm⁻¹ per unit in-plane strain. A shift of −1 cm⁻¹ thus corresponds to e ≈ 1/693 ≈ 0.0014, or about 0.14 percent tension.

That conversion assumes equal in-plane strains. If they differ, the free-surface condition becomes ε_zz = −k(ε_xx + ε_yy), and

λ_s = p ε_zz + q(ε_xx + ε_yy) = (q − kp)(ε_xx + ε_yy).

The singlet position then gives the sum of the two in-plane strains and cannot separate them.

**How far to trust the digits**

Raising k by 0.01 changes the shift by +0.074 cm⁻¹, so a rough elastic ratio is good enough for an answer of about −7 cm⁻¹. The parameter that matters most is q: changing it by 1 percent of its value changes the shift by about 0.098 cm⁻¹, while a 1 percent change in either p or k changes it by only about 0.029 cm⁻¹.

You might be tempted to keep the full square root instead of expanding it. The next term is

−λ_s²/(8ω₀³) = −(520 cm⁻¹)(0.02665)²/8 = −0.046 cm⁻¹,

which would give −6.97 cm⁻¹. This is not a consistent improvement. Terms quadratic in strain have already been dropped from K and from the elastic relation, and they contribute at the same order.

A model crystal with anharmonic bonds and angular forces illustrates this; its parameters are not those of silicon. At e = 0.01 its singlet shifts by −0.7779 percent of ω₀, against −0.7759 percent from the linear formula. The difference is −0.0020 percent. The square-root term alone would give −(0.015518)²/8, or −0.0030 percent, so the remaining nonlinear terms, mostly quadratic in strain, cancel about a third of it in this model. For silicon, p and q alone do not determine those terms.

The same model tests the linear theory. Its p and q were found from strain along one axis, and its k from the curvature of the energy. It was then stretched biaxially, its thickness was relaxed, and its vibrations were computed directly. The slopes λ/e were −1.5518 ω₀² for the singlet and −1.0784 ω₀² for the doublet, in agreement with the formulas to all printed digits. This supports the derivation, but says nothing about the accuracy of the silicon parameters. The values are in the numerical output below.

**When this calculation does not apply**

The film orientation matters. Equal biaxial strain in a (111) plane can be written, with n the unit normal and ε_n the strain along it, as

ε_ij = e δ_ij + (ε_n − e) n_i n_j.

Since n_x n_y = 1/3, there is a shear component ε_xy = (ε_n − e)/3 in the cubic axes. The constant r then enters, and p and q are no longer sufficient. The shear also displaces the two sublattices statically, so r must refer to the relaxed positions. The free-surface condition now involves C₄₄ as well, so ε_n is no longer −2ke.

The result also assumes that strain is the only difference between the film and the unstrained reference. Laser heating, or confinement of the phonon in a very thin film, may move the line as well, and that part of the shift would be misread as strain.

Computed results

```
SILICON EXAMPLE
given p, q: -1.43, -1.89 omega_0^2
rough input omega_0: 520 cm^-1
rough input C12/C11: 0.39
in-plane strain e: 0.0100
normal strain eps_zz: -0.00780
lambda singlet: -0.026646 omega_0^2
lambda doublet: -0.018458 omega_0^2
p contribution to singlet shift: 2.90 cm^-1
q contribution to singlet shift: -9.83 cm^-1
singlet shift: -6.93 cm^-1
singlet shift: -0.859 meV
singlet line position: 513.1 cm^-1
doublet shift: -4.80 cm^-1
singlet minus doublet: -2.13 cm^-1
singlet shift per unit strain: -693 cm^-1
wrong shift if eps_zz omitted: -9.83 cm^-1
change if C12/C11 rises by 0.01: 0.074 cm^-1
shift with square root kept: -6.97 cm^-1
second-order root term: -0.046 cm^-1
MODEL CRYSTAL (not silicon)
p, q: -0.5299, -0.8747 omega_0^2
C12/C11: 0.1864
eps_zz/e relaxed, formula: -0.3729, -0.3729
singlet lambda/e numeric, formula: -1.5518, -1.5518 omega_0^2
doublet lambda/e numeric, formula: -1.0784, -1.0784 omega_0^2
relative singlet shift at e=0.01, full: -0.7779 percent
relative singlet shift at e=0.01, linear: -0.7759 percent
site-group operations: 24
independent constants in K_ijkl: 3
```
